\section*{Gaussian width of the rupture zone in a Joule-heated filament}

If a conducting filament with a pronounced hot spot is assumed to dissolve along its whole length at the rate of its hottest point, the amount of material removed at the start of a reset is overestimated. For the 20 nm filament treated below, with its ends held at the ambient temperature, the overestimate is a factor of about four. Dissolution is thermally activated, so when the barrier is many times the thermal energy, a modest fall in temperature away from the hot spot slows it greatly. The length over which this happens depends on the filament length, the activation barrier, the peak temperature and the rise of that peak above the ends.

Take a straight filament of length $L$ and radius $r$ along the $x$ axis, with $x=0$ at its midpoint. Its resistivity $\rho$ and thermal conductivity $\kappa$ are constant, no heat leaves through the side wall, and both ends are held at $T_0$. A current density $J$ generates heat $J^2\rho$ per unit volume. In the steady state this balances conduction:
\begin{equation}
\kappa\frac{d^2T}{dx^2}=-J^2\rho .
\end{equation}
By symmetry $dT/dx=0$ at $x=0$, so two integrations give $T=T_p-J^2\rho x^2/(2\kappa)$, where $T_p$ is the peak temperature. Setting $T(\pm L/2)=T_0$ fixes the peak rise $\Delta T=T_p-T_0$:
\begin{equation}
\Delta T=\frac{J^2\rho L^2}{8\kappa}=\frac{V^2}{8\rho\kappa},\qquad
T(x)=T_p-\Delta T\left(\frac{2x}{L}\right)^2 .
\end{equation}
The second form of $\Delta T$ uses the voltage across the filament, $V=J\rho L$.

Let the side wall retreat at the speed
\begin{equation}
v(x)=v_0\exp\left[-\frac{E_a}{kT(x)}\right],
\end{equation}
with one barrier $E_a$ and a constant prefactor $v_0$. Diffusion of atoms along the filament and redeposition are left out. Near the midpoint the fractional fall in temperature is small, and $1/(1-\epsilon)\approx1+\epsilon$ gives
\begin{equation}
\frac1{T(x)}=\frac1{T_p}\,\frac{1}{1-(\Delta T/T_p)(2x/L)^2}
\approx\frac1{T_p}+\frac{\Delta T}{T_p^2}\,\frac{4x^2}{L^2}.
\end{equation}
Inserting this in the exponent yields
\begin{equation}
v(x)\approx v(0)\exp\left[-\frac{4E_a\Delta T}{kT_p^2L^2}\,x^2\right]
\equiv v(0)\,e^{-x^2/(2\sigma^2)} .
\end{equation}
Equating the coefficients of $x^2$ gives $1/(2\sigma^2)=4E_a\Delta T/(kT_p^2L^2)$, hence
\begin{equation}
\boxed{\;\sigma=L\,T_p\sqrt{\frac{k}{8E_a\Delta T}}\;}
\end{equation}
The full width at half maximum is $w=2\sqrt{2\ln2}\,\sigma$, or
\begin{equation}
w=L\,T_p\sqrt{\frac{k\ln2}{E_a\Delta T}} .
\end{equation}
Here ``rupture zone'' means the stretch on which dissolution is concentrated when reset begins. It is not the gap left after the filament has broken.

The expansion is made in the exponent because the exponent changes by a large amount even where $T$ changes little. Expanding the rate itself to the same order would give $v(0)[1-x^2/(2\sigma^2)]$, which turns negative beyond $\sqrt2\,\sigma$.

The parabola enters through its curvature at the peak, $T''(0)=-8\Delta T/L^2$. In terms of this curvature,
\begin{equation}
\sigma^2=\frac{kT_p^2}{E_a|T''(0)|} .
\end{equation}
This form holds for any smooth interior maximum, since there $T'=0$ and the second derivative of $-E_a/(kT)$ is $E_aT''/(kT_p^2)$. It requires $T''(0)\neq0$, and it gives the width of the zone only while the profile stays close to a parabola across the zone; for a flat-topped profile it overestimates the width. Within that limit it gives the effect of other heat-flow models without a new expansion of the rate.

The error of the Gaussian can be found without expanding $1/T$. Define $\beta=E_a/(kT_p)$ and $z=x^2/(2\sigma^2)=\beta(\Delta T/T_p)(2x/L)^2$. For the parabolic profile,
\begin{equation}
\ln\frac{v(0)}{v(x)}=\beta\left(\frac{T_p}{T}-1\right)=\frac{z}{1-z/\beta}.
\end{equation}
At half rate the left side is $\ln2$. Solving for $z$ gives $z=\ln2/(1+\ln2/\beta)$, whereas the Gaussian has $z=\ln2$. Since $x\propto\sqrt z$, the unexpanded width is
\begin{equation}
w_{\rm true}=\frac{w}{\sqrt{1+(kT_p/E_a)\ln2}} .
\end{equation}
The Gaussian is slightly too wide. For the integrated rate, $z/(1-z/\beta)\approx z+z^2/\beta$, so the integrand is $e^{-z}(1-z^2/\beta)$ to first order in $1/\beta$. The Gaussian average of $x^4$ is $3\sigma^4$, so that of $z^2$ is $3/4$, and
\begin{equation}
\int_{-L/2}^{L/2}\frac{v(x)}{v(0)}\,dx\approx\sqrt{2\pi}\,\sigma\left(1-\frac{3kT_p}{4E_a}\right).
\end{equation}
The limits of the Gaussian integrals have been moved to infinity, which requires $\sigma\ll L/2$.

Two conditions are therefore needed. The first, $kT_p\ll E_a$, keeps the higher terms of the exponent small where the rate is appreciable. The second is that the zone fits inside the filament:
\begin{equation}
\frac{(L/2)^2}{2\sigma^2}=\frac{E_a\Delta T}{kT_p^2}\gg1 .
\end{equation}
A high barrier alone does not secure the second condition, because a nearly isothermal filament dissolves almost evenly. A half-rate point exists inside the filament only if
\begin{equation}
\frac{E_a}{k}\left(\frac1{T_0}-\frac1{T_p}\right)>\ln2 .
\end{equation}

As an example, take rough values chosen to represent a unipolar nickel-oxide cell: $L=20$ nm, $r=3$ nm, $T_0=300$ K, $\Delta T=400$ K, $E_a=1.2$ eV, $\rho=400\ \mu\Omega\,$cm and $\kappa=20$ W/(m K). The peak is at 700 K. With $\rho=4\times10^{-6}\ \Omega\,$m, the voltage is
\begin{equation}
V=\sqrt{8\rho\kappa\Delta T}=\sqrt{8(4\times10^{-6})(20)(400)}\ {\rm V}=0.506\ {\rm V},
\end{equation}
and the current is $V\pi r^2/(\rho L)=0.179$ mA. At the peak $kT_p=0.0603$ eV, so $\beta=19.9$ and $E_a\Delta T/(kT_p^2)=19.89\times400/700=11.37$. The width follows from $(L/2)^2/(2\sigma^2)=E_a\Delta T/(kT_p^2)$:
\begin{equation}
\sigma=\frac{L/2}{\sqrt{2\times11.37}}=\frac{10\ {\rm nm}}{4.77}=2.10\ {\rm nm},
\qquad w=4.94\ {\rm nm}.
\end{equation}
The unexpanded rate has a width of 4.86 nm, so the Gaussian is 1.7\% too wide relative to it. The integrated rate is 0.965 of the Gaussian value, against the first-order estimate of 0.962. The equivalent length dissolving at the peak rate is thus $0.965\sqrt{2\pi}\times2.10\ {\rm nm}\approx5.1$ nm, about a quarter of the filament.

In the far tail the Gaussian is poor. It puts the rate at the ends at $e^{-11.4}$ of the midpoint rate, while the true factor is $e^{-26.5}$. Both are negligible for the width, but the Gaussian should not be used to estimate dissolution next to the electrodes. At the other extreme, for this barrier and end temperature, a peak rise below about 4.5 K leaves the entire filament above half the midpoint rate.

It might seem that stronger heating must keep narrowing the zone. At fixed $L$, $E_a$ and $T_0$ the formula gives $\sigma\propto(T_0+\Delta T)/\sqrt{\Delta T}$, so
\begin{equation}
\frac{d\ln\sigma}{d\Delta T}=\frac1{T_0+\Delta T}-\frac1{2\Delta T}.
\end{equation}
This is negative for $\Delta T<T_0$ and positive for $\Delta T>T_0$. The minimum lies at $\Delta T=T_0$, where $T_p=2T_0$ and
\begin{equation}
\sigma_{\min}=2LT_0\sqrt{\frac{k}{8E_aT_0}}=L\sqrt{\frac{kT_0}{2E_a}} .
\end{equation}
Two effects compete. The curvature of the profile grows as $\Delta T$, but the sensitivity of the exponent to temperature, $E_a/(kT_p^2)$, falls as the peak gets hotter. In the example $\sigma$ is 2.40 nm at a rise of 100 K, 2.08 nm at 300 K and 2.20 nm at 600 K. Between rises of 200 K and 600 K the width varies by only about 6\% of its minimum, so in this range of the model, with constant $\kappa$, the voltage is a weak means of controlling it. At a given rise, a shorter filament or a higher barrier narrows the zone.

The steady temperature profile is justified by the time scales. The slowest thermal mode of a rod with cold ends is $\cos(\pi x/L)$, which decays in a time $CL^2/(\pi^2\kappa)$. A heat capacity $C=4$ J/(cm$^3$ K) gives 8 ps. With an attempt rate of $10^{13}$ s$^{-1}$ and a step of 0.3 nm, $v_0=3\times10^{12}$ nm/s and $v(0)=v_0e^{-19.89}\approx6.9\times10^3$ nm/s. Removing 3 nm at this speed takes 0.44 ms, so the temperature follows the shape almost at once.

The heat-flow assumptions can now be relaxed one at a time, with $T_p=700$ K held fixed and the drive readjusted. If $\kappa$ depends on temperature, the balance is $(\kappa T')'=-J^2\rho$. One integration gives $\kappa T'=-J^2\rho x$, and a second, from midpoint to end, gives
\begin{equation}
\int_{T_0}^{T_p}\kappa\,dT\equiv\bar\kappa\,\Delta T=\frac{J^2\rho L^2}{8}.
\end{equation}
At the midpoint $T'=0$, so $\kappa(T_p)T''(0)=-J^2\rho$. Eliminating $J^2\rho$ gives $|T''(0)|=8\bar\kappa\Delta T/[\kappa(T_p)L^2]$, and $\sigma$ is multiplied by $\sqrt{\kappa(T_p)/\bar\kappa}$. For $\kappa\propto T$, as for electronic conduction at constant resistivity, the factor is $\sqrt{2T_p/(T_p+T_0)}=1.18$. For $\kappa\propto1/T$, a simple law for lattice conduction, it is $\sqrt{\Delta T/[T_p\ln(T_p/T_0)]}=0.82$. The Wiedemann--Franz law assigns about 4.3 of the assumed 20 W/(m K) to electrons at the peak. A sum of these two laws gives a factor between the two values; with that share electronic at the peak and the rest following $1/T$, it is 0.87. The conductivity law also moves the minimum of the width. For $\kappa\propto T$, $\sigma^2\propto T_p^3/(T_p^2-T_0^2)$ is least at $T_p=\sqrt3\,T_0$, a rise of 220 K. For $\kappa\propto1/T$, $\sigma^2\propto T_p/\ln(T_p/T_0)$ is least at $T_p=eT_0$, a rise of 515 K. Between rises of 200 K and 600 K $\sigma$ then varies by 14\% of its minimum for $\kappa\propto T$ and by 10\% for $\kappa\propto1/T$; for the unexpanded full width the figures are 12\% and 10\%.

Heat loss into the oxide adds a sink. For an oxide shell of conductivity $\kappa_{ox}$ whose outer radius $R$ is held at $T_0$, the loss per unit length is $g(T-T_0)$ with $g=2\pi\kappa_{ox}/\ln(R/r)$. The equation for $\theta=T-T_0$ becomes $\theta''=m^2\theta-J^2\rho/\kappa$, with $m^2=g/(\kappa\pi r^2)$. Its solution is $\theta\propto1-\cosh(mx)/\cosh a$, where $a=mL/2$, so that
\begin{equation}
|\theta''(0)|=\frac{m^2\Delta T}{\cosh a-1}
=\frac{8\Delta T}{L^2}\left[\frac{a/2}{\sinh(a/2)}\right]^2 .
\end{equation}
The last step uses $m^2=4a^2/L^2$ and $\cosh a-1=2\sinh^2(a/2)$. Side loss flattens the top of the profile and multiplies $\sigma$ by $\sinh(a/2)/(a/2)$. With $\kappa_{ox}=1$ W/(m K) and $R=10$ nm, $a=0.96$ and the factor is 1.04. This $\kappa_{ox}$ is typical of a disordered oxide, and crystalline nickel oxide can conduct ten times better or more. The shell formula then overestimates the effect, because it ignores conduction along the oxide to the electrodes: for $\kappa_{ox}=10$ W/(m K) it gives 1.43, while the axisymmetric problem of a filament in an oxide slab gives about 1.18 for the temperature of the side wall (1.24 on the axis). These factors also rest on the large lattice conductivity assumed for the filament. With $\kappa=5.3$ W/(m K), the electronic share plus a lattice part like that of the disordered oxide, the factor for $\kappa_{ox}=1$ W/(m K) is 1.15 from the shell formula and 1.09 in the slab, and for $\kappa_{ox}=10$ W/(m K) it is about 1.3 at the wall in the slab.

A metallic resistivity $\rho(1+\alpha\theta)$ heats the hot middle more strongly. The solution is then $1+\alpha\theta=\cos(2bx/L)/\cos b$, with $\cos b=1/(1+\alpha\Delta T)$. Its midpoint curvature is $4b^2/(L^2\alpha\cos b)$. Since $\alpha\Delta T\cos b=1-\cos b=2\sin^2(b/2)$, this equals $8\Delta T/L^2$ times $[(b/2)/\sin(b/2)]^2$, and $\sigma$ is multiplied by $\sin(b/2)/(b/2)$. For $\alpha=10^{-3}$ K$^{-1}$ the factor is 0.975.

The electrodes also warm up. Treat each contact as an isothermal disc of radius $r$ on a half-space of conductivity $\kappa_e$. A heat flow $Q$ through such a disc raises it by $Q/(4\kappa_er)$. Each contact takes half of the power $P=J^2\rho\pi r^2L$ and rises by $P/(8\kappa_er)$, while the rise along the filament is $PL/(8\kappa\pi r^2)$. Their ratio is $\kappa\pi r/(\kappa_eL)=0.19$ for $\kappa_e=50$ W/(m K). Of the 400 K, 63 K then falls in each electrode and 337 K is left along the filament. Since $\sigma\propto1/\sqrt{\Delta T}$ at fixed $T_p$, the width grows by the factor $\sqrt{1.19}=1.09$. This assumes perfect thermal contact. A boundary resistance $R_b$ per unit area adds a step $PR_b/(2\pi r^2)$ at each end, which is $4\kappa R_b/L$ times the rise along the filament. Taken alone it multiplies $\sigma$ by $\sqrt{1+4\kappa R_b/L}$, which is 1.4 for $R_b=2.5\times10^{-10}$ m$^2$K/W and 2.2 for $10^{-9}$ m$^2$K/W. The equivalent length then grows from a quarter of the filament to about $L/2.8$ and $L/1.8$. At the larger value $E_a\Delta T/(kT_p^2)$ is only 2.3 and the ends dissolve at 8\% of the midpoint rate, so the second condition is barely met. Above about $4\times10^{-9}$ m$^2$K/W, with no side loss, the whole filament dissolves at more than half the midpoint rate and there is no zone. These sizes scale with the assumed $\kappa$: for $\kappa=5.3$ W/(m K) the factor at $10^{-9}$ m$^2$K/W is 1.4.

The electric field has little effect on the width of the straight filament. It is $V/L=0.25$ MV/cm, and for a doubly charged ion hopping 0.3 nm along it the barrier falls by $2e(V/L)(0.15\ {\rm nm})=7.6$ meV. Counting forward hops only, this widens $\sigma$ by 0.3\%; averaged over forward and backward hops it is 0.04\%. In the neck treated below the forward lowering reaches 22 meV and varies along the filament, which narrows the rate profile by about 10\%. The current density is $6\times10^8$ A/cm$^2$. Thomson heat, left out of the heat equation, breaks the symmetry about the midpoint and shifts the hot spot by about 0.1 nm for a Thomson coefficient of 20 $\mu$V/K and 0.5 nm for 100 $\mu$V/K.

A larger change comes from the dissolution itself. As the middle thins, the current crowds there. Let the cross-section be $A(x)$, symmetric and slowly varying, and hold the voltage across the filament constant. With total current $I$, the potential $\phi$, measured from the midpoint, obeys $\phi'=I\rho/A$, and heat balance reads $(\kappa AT')'=-I^2\rho/A$. Taking $\phi$ as the variable, $\kappa AT'=\kappa\rho I\,dT/d\phi$. Differentiating once more brings another factor $\phi'$:
\begin{equation}
\kappa\rho I\,\frac{d^2T}{d\phi^2}\,\frac{I\rho}{A}=-\frac{I^2\rho}{A}
\quad\Longrightarrow\quad
\frac{d^2T}{d\phi^2}=-\frac1{\kappa\rho}.
\end{equation}
The area has cancelled. With $T=T_0$ at $\phi=\pm V/2$,
\begin{equation}
T=T_0+\Delta T\left[1-\left(\frac{2\phi}{V}\right)^2\right],\qquad \Delta T=\frac{V^2}{8\rho\kappa}.
\end{equation}
With no side loss, ends fixed at $T_0$ and the voltage across the filament itself held fixed, the peak temperature therefore stays the same while the neck forms, but the profile sharpens. The constancy survives temperature-dependent $\kappa$ and $\rho$: the same steps give $\frac{d}{d\phi}\left(\kappa\rho\,\frac{dT}{d\phi}\right)=-1$ and $\int_{T_0}^{T_p}\kappa\rho\,dT=V^2/8$, again free of $A$. It does not survive side loss, contact heating or a resistance in series with the filament. In the cases computed here, side loss or a series resistance makes the peak rise as the neck forms, so that dissolution accelerates itself, while contact heating makes it fall. At half radius the peak is about 727 K with the oxide shell above, $g$ being taken at the local radius, about 681 K with the warm electrodes above, and about 550 K with a boundary resistance of $10^{-9}$ m$^2$K/W, where the midpoint rate has fallen roughly two-hundredfold. At the midpoint $|T''(0)|=8\Delta T\,\phi'(0)^2/V^2$, so
\begin{equation}
\sigma_{\rm neck}=\sigma\,\frac{V/L}{\phi'(0)} .
\end{equation}
The width shrinks by the ratio of the mean field to the midpoint field.

Following the shape in time until the neck has half its initial radius gives a midpoint field 2.88 times the mean. The heat equation solved for that shape still has its peak at 700 K, and the current has dropped to 0.129 mA. The width $\sigma_{\rm neck}$ is $2.10/2.88=0.73$ nm. The full width of the rate at half maximum is 1.98 nm, more than the $2.355\times0.73=1.7$ nm of a Gaussian with this $\sigma$. The reason is that the filament thickens away from the midpoint, so the potential rises more slowly there and the temperature falls less than the central curvature suggests. The depth removed so far has a width of 3.4 nm, because it includes the earlier, broader stages. The wall slope reaches 0.57, so the one-dimensional treatment of the neck is rough, and these figures show the size of the effect rather than precise widths. In the axisymmetric problem the peak stays at 700 K, but the field at the wall of the throat is 3.5 to 3.9 times the mean (2.3 on the axis) and the full width of the rate is about 1.55 nm. The continuum description is also strained: $\sigma_{\rm neck}$ is only two to three atomic hops, and the assumed lattice conductivity implies a phonon mean free path $3\kappa/(Cv_s)$ of a few nanometres for a sound speed $v_s$ of 3 to 5 km/s, comparable to $\sigma$ itself.

Set beside real unipolar nickel-oxide cells, a reset voltage near half a volt is of the usual order, but it follows from the chosen $\rho\kappa\Delta T$ and does not test the model: side loss with $\kappa_{ox}=1$ W/(m K) raises it to 0.60 V, and purely electronic conduction would lower it to 0.20 V. The current of 0.18 mA is on the low side, since such cells often need around a milliampere or more. The temperature, radius and barrier inside a working filament are known only roughly. For ideal thermal contacts, the assumption of a constant shape matters most. Thinning to half the radius cuts the width of the rate from 4.9 nm to between 1.5 and 2 nm in this model, far more than the corrections for conductivity law, side loss, resistivity, spreading and field. For the assumed $\kappa=20$ W/(m K), a boundary resistance near $10^{-9}$ m$^2$K/W would be of similar size and would act in the opposite direction, and one a few times larger would remove the zone altogether. A filament that is already narrow at its midpoint starts with a sharper profile. If the narrow place is off centre, the hot spot shifts towards it, to the point where the potential is halfway between its end values, and the width depends on the field at that point. The curvature form of $\sigma$ still gives the local curvature there, but the rate profile is then lopsided and a single $\sigma$ describes it only roughly. The value of about 2 nm for $\sigma$ thus describes the onset of reset in a uniform filament with ideal thermal contacts, with an uncertainty of some 20\% from the conductivity law alone. The numerical output lists the inputs and the main corrections for the straight filament and the ideal neck.

\section*{Calculated quantities}
\begin{verbatim}
Filament length 20 nm, radius 3 nm
End temperature 300 K, peak rise 400 K, peak 700 K
Barrier 1.20 eV; k*Tp = 0.06032 eV; Ea/(k*Tp) = 19.89
Resistivity 400 microohm cm, conductivity 20 W/(m K)
Voltage 0.506 V, current 0.179 mA
Ea*dT/(k*Tp^2) = 11.37
sigma = 2.097 nm; sigma/L = 0.1049
Gaussian FWHM = 4.939 nm; unexpanded FWHM = 4.855 nm
Integrated rate / Gaussian value = 0.9654
First-order estimate of that ratio = 0.9623
Log of end rate / midpoint rate: true -26.52, Gaussian -11.37
Least rise for a half-rate point inside = 4.55 K
Peak rise 100 K: sigma = 2.397 nm
Peak rise 200 K: sigma = 2.119 nm
Peak rise 300 K: sigma = 2.076 nm
Peak rise 400 K: sigma = 2.097 nm
Peak rise 600 K: sigma = 2.202 nm
Minimum found at rise 300.0 K: sigma = 2.076 nm
Attempt rate 1e+13 1/s, hop 0.3 nm, ion charge 2 e
Midpoint wall speed 6.88e+03 nm/s; radius/speed = 0.436 ms
Heat capacity 4 J/(cm^3 K); thermal time 8.11 ps
Corrections at fixed peak temperature:
  conductivity prop. to T: sigma x 1.183, FWHM 5.70 nm
  conductivity prop. to 1/T: sigma x 0.821, FWHM 4.02 nm
  side loss to oxide: sigma x 1.039, FWHM 5.03 nm
  resistivity rising with T: sigma x 0.975, FWHM 4.74 nm
  side-loss inputs: oxide 1 W/(m K), outer radius 10 nm, a = 0.961
  resistivity coefficient 1e-03 1/K, b = 0.775
  electrode 50 W/(m K): contact rise 63 K, sigma x 1.090
  field 0.253 MV/cm: barrier lowered 7.6 meV, sigma x 1.0032
  electronic conductivity at peak (Wiedemann-Franz) 4.28 W/(m K)
Neck at 0.50 of initial radius, constant voltage:
  peak temperature from heat equation 700.0 K, current 0.129 mA
  midpoint field / mean field = 2.883; sigma = 0.728 nm
  rate FWHM 1.98 nm; removed-depth FWHM 3.36 nm
  largest wall slope dr/dx = 0.57
\end{verbatim}
